# Density Matrices of a Slater Determinant as Minors of the One-Particle Matrix: a program that tests the result

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""Reduced density matrices of a Slater determinant are minors of gamma.

Result under test, for a determinant and every order k:
  <a+_q1 ... a+_qk a_pk ... a_p1> = det[gamma(p_a, q_b)],
  gamma(p, q) = <a+_q a_p>.
Hence the cumulants lambda2, lambda3 vanish. At sharp electron number N,
the partial trace of lambda2 is gamma^2 - gamma for any state.
Left sides are computed with explicit operators in Fock space.
Spin orbitals 0-3: spin up on sites 1-4; 4-7: spin down on sites 1-4.
"""
import itertools
import math
from functools import reduce
import numpy as np
from pyscf import gto, scf, fci

M = 8
DIM = 2 ** M
rng = np.random.default_rng(7)

# Annihilation operators as matrices with the fermionic sign strings
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
one = np.eye(2)
a = np.array([reduce(np.kron, [parity] * p + [lower] + [one] * (M - p - 1))
              for p in range(M)])
for p in range(M):
    for q in range(M):
        anti = a[p] @ a[q].T + a[q].T @ a[p]
        assert np.allclose(anti, (p == q) * np.eye(DIM))
vacuum = np.eye(DIM)[0]
occupation = np.array([np.diag(x.T @ x) for x in a]).T

singles = [(p,) for p in range(M)]
pairs = list(itertools.product(range(M), repeat=2))
triples = list(itertools.product(range(M), repeat=3))


def slater(orbitals):
    """Fill the columns of orbitals one after another, from the vacuum."""
    state = vacuum
    for column in orbitals.T[::-1]:
        state = np.tensordot(column, a, 1).T @ state
    return state


def rdm(state, tuples):
    """Density matrix from its definition, as overlaps of ionized states."""
    vectors = []
    for indices in tuples:
        v = state
        for p in indices:
            v = a[p] @ v
        vectors.append(v)
    vectors = np.array(vectors)
    return vectors @ vectors.conj().T


def minors(gamma, tuples):
    t = np.array(tuples)
    return np.linalg.det(gamma[t[:, None, :, None], t[None, :, None, :]])


def cumulant2(gamma, gamma2):
    return (gamma2.reshape(M, M, M, M)
            - np.einsum('pr,qs->pqrs', gamma, gamma)
            + np.einsum('ps,qr->pqrs', gamma, gamma))


def cumulant3(gamma, lam2, gamma3):
    t = np.array(triples)
    result = gamma3 - minors(gamma, triples)
    for i in range(3):
        for j in range(3):
            r, s = [x for x in range(3) if x != i], [x for x in range(3) if x != j]
            g = gamma[t[:, None, i], t[None, :, j]]
            lam = lam2[t[:, None, r[0]], t[:, None, r[1]],
                       t[None, :, s[0]], t[None, :, s[1]]]
            result = result - (-1) ** (i + j) * g * lam
    return result


# Overlap of hole states in the determinant's own orbital basis
N = 4
own = slater(np.eye(M)[:, :N])
projector = np.diag([1.0] * N + [0.0] * (M - N))
assert np.allclose(rdm(own, triples), minors(projector, triples))

# Random complex determinant: all orders, including k > N
raw = rng.normal(size=(M, N)) + 1j * rng.normal(size=(M, N))
C = np.linalg.qr(raw)[0]
random_det = slater(C)
gamma_r = rdm(random_det, singles)
assert np.allclose(gamma_r, C @ C.conj().T, atol=1e-12)
assert np.allclose(gamma_r @ gamma_r, gamma_r, atol=1e-12)
order_report = []
for k in range(1, N + 2):
    ordered = list(itertools.combinations(range(M), k))
    direct = rdm(random_det, ordered)
    error = np.abs(direct - minors(gamma_r, ordered)).max()
    trace = math.factorial(k) * np.trace(direct).real
    assert error < 1e-12
    assert abs(trace - math.perm(N, k)) < 1e-10
    order_report.append((k, trace, error))

# Cumulants with indices on two independent correlated subsystems vanish
product_state = vacuum
for block in (range(0, 4), range(4, 8)):
    geminal = sum(rng.normal() * a[p].T @ a[q].T
                  for p, q in itertools.combinations(block, 2))
    product_state = geminal @ product_state
product_state = product_state / np.linalg.norm(product_state)
g_prod = rdm(product_state, singles)
l2_prod = cumulant2(g_prod, rdm(product_state, pairs))
l3_prod = cumulant3(g_prod, l2_prod, rdm(product_state, triples))
for tuples, lam in ((pairs, l2_prod.reshape(M**2, M**2)), (triples, l3_prod)):
    in_b = np.array(tuples) >= 4
    any_b = in_b.any(1)[:, None] | in_b.any(1)[None, :]
    any_a = (~in_b).any(1)[:, None] | (~in_b).any(1)[None, :]
    mixed = any_a & any_b
    assert np.abs(lam[mixed]).max() < 1e-12
    assert np.abs(lam[~mixed]).max() > 1e-3

# Grand-canonical independent fermions: zero cumulant, gamma not idempotent
f = np.linspace(0.1, 0.9, M)
weights = np.prod(np.where(occupation > 0.5, f, 1 - f), axis=1)
basis = np.eye(DIM)
pairs_ordered = list(itertools.combinations(range(M), 2))
g_gc = sum(w * rdm(b, singles) for w, b in zip(weights, basis))
g2_gc = sum(w * rdm(b, pairs_ordered) for w, b in zip(weights, basis))
gc_error = np.abs(g2_gc - minors(g_gc, pairs_ordered)).max()
gc_defect = np.trace(g_gc - g_gc @ g_gc)
assert gc_error < 1e-12 and gc_defect > 0.1

# Equal mixture of two two-electron determinants: sharp N, cumulant not zero
two = [slater(np.eye(M)[:, [0, 1]]), slater(np.eye(M)[:, [2, 3]])]
g_mix = sum(rdm(s, singles) for s in two) / 2
l2_mix = cumulant2(g_mix, sum(rdm(s, pairs) for s in two) / 2)
mix_trace = np.einsum('pqpq', l2_mix)
assert abs(mix_trace + np.trace(g_mix - g_mix @ g_mix)) < 1e-12
assert abs(mix_trace) > 0.1

# Hydrogen chain: integrals in symmetrically orthogonalized atomic orbitals
spacing = 2.0
mol = gto.M(atom=[('H', (0, 0, spacing * i)) for i in range(4)],
            basis='sto-3g', unit='Bohr', verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-13
mf.kernel()
assert mf.converged
S = mol.intor('int1e_ovlp')
s_val, s_vec = np.linalg.eigh(S)
X = s_vec @ np.diag(s_val ** -0.5) @ s_vec.T
h = np.kron(np.eye(2), X @ mf.get_hcore() @ X)
eri = np.einsum('ijkl,ip,jr,kq,ls->prqs', mol.intor('int2e'), X, X, X, X,
                optimize=True)
V = np.einsum('prqs,ac,bd->apbqcrds', eri, np.eye(2), np.eye(2))
V = V.reshape(M, M, M, M)  # <pq|rs>
e_nuc = mol.energy_nuc()

# Hamiltonian matrix in Fock space and its four-electron ground state
H = sum(h[p, q] * a[p].T @ a[q] for p in range(M) for q in range(M))
remove_two = np.array([a[s] @ a[r] for r, s in pairs])
contracted = np.tensordot(V.reshape(M**2, M**2), remove_two, 1)
H = H + 0.5 * sum(x.T @ y for x, y in zip(remove_two, contracted))
sector = np.where(np.abs(occupation.sum(1) - N) < 0.5)[0]
levels, vectors = np.linalg.eigh(H[np.ix_(sector, sector)])
assert levels[1] - levels[0] > 1e-3
fci_state = np.zeros(DIM)
fci_state[sector] = vectors[:, 0]
e_fci = levels[0] + e_nuc
assert abs(e_fci - fci.FCI(mf).kernel()[0]) < 1e-7

occ = np.linalg.inv(X) @ mf.mo_coeff[:, :N // 2]
hf_state = slater(np.kron(np.eye(2), occ))


def analyse(state):
    g, g2, g3 = (rdm(state, t) for t in (singles, pairs, triples))
    l2 = cumulant2(g, g2)
    l3 = cumulant3(g, l2, g3)
    assert np.allclose(np.einsum('pqrq->pr', l2), g @ g - g, atol=1e-11)
    e_gamma = (np.einsum('pq,qp', h, g) + e_nuc
               + 0.5 * np.einsum('pqrs,rp,sq', V, g, g, optimize=True)
               - 0.5 * np.einsum('pqrs,rq,sp', V, g, g, optimize=True))
    e_cum = 0.5 * np.einsum('pqrs,rspq', V, l2)
    assert abs(e_gamma + e_cum - state @ H @ state - e_nuc) < 1e-10
    return g, g2.reshape((M,) * 4), g3.reshape((M,) * 6), l2, l3, e_gamma, e_cum


hf = analyse(hf_state)
ci = analyse(fci_state)
assert np.abs(hf[3]).max() < 1e-12 and np.abs(hf[4]).max() < 1e-12
assert np.abs(ci[3]).max() > 1e-2 and np.abs(ci[4]).max() > 1e-4
assert abs(hf[5] - mf.e_tot) < 1e-9

print(f"Random determinant: spin orbitals {M}, electrons {N}")
for k, trace, error in order_report:
    print(f"k={k}: trace {trace:.6f}, max |direct - minor| {error:.1e}")
print(f"Grand-canonical: max cumulant error {gc_error:.1e}, "
      f"Tr(gamma-gamma^2) {gc_defect:.6f}")
print(f"Equal mixture of two determinants: Tr lambda2 {mix_trace:.6f}")
print(f"H4 chain, STO-3G, spacing {spacing:.1f} bohr")
print(f"Nuclear repulsion {e_nuc:.6f} hartree")
print(f"RHF energy {mf.e_tot:.6f} hartree")
print(f"FCI energy {e_fci:.6f} hartree")
print(f"FCI minus RHF {e_fci - mf.e_tot:.6f} hartree")
for name, data in (("RHF", hf), ("FCI", ci)):
    g, g2, g3, l2, l3, e_gamma, e_cum = data
    print(f"--- {name} state (site elements, dimensionless)")
    for i, j in ((0, 0), (1, 1), (2, 2), (0, 1), (0, 2), (1, 2)):
        print(f"{name} gamma({i+1}up,{j+1}up) = {g[i, j]:.6f}")
    for label, (p, q, r, s) in (("1up 2up;1up 2up", (0, 1, 0, 1)),
                                ("1up 2up;2up 3up", (0, 1, 1, 2)),
                                ("1up 1dn;1up 1dn", (0, 4, 0, 4))):
        minor = g[p, r] * g[q, s] - g[p, s] * g[q, r]
        print(f"{name} Gamma2({label}): direct {g2[p, q, r, s]:.6f}, "
              f"minor {minor:.6f}, lambda2 {l2[p, q, r, s]:.6f}")
    for label, t in (("1up 2up 3dn", (0, 1, 6)), ("1up 2up 3up", (0, 1, 2))):
        minor = np.linalg.det(g[np.ix_(t, t)])
        print(f"{name} Gamma3 diagonal ({label}): direct {g3[t + t]:.6f}, "
              f"minor {minor:.6f}")
    print(f"{name} max|lambda2| {np.abs(l2).max():.2e}, "
          f"max|lambda3| {np.abs(l3).max():.2e}")
    natural = np.linalg.eigvalsh(g[:4, :4])[::-1]
    print(f"{name} spin-up natural occupations",
          " ".join(f"{abs(n):.6f}" for n in natural))
    print(f"{name} Tr lambda2 {np.einsum('pqpq', l2):.6f}, "
          f"sum n(1-n) {np.trace(g - g @ g):.6f}")
    print(f"{name} energy: gamma part {e_gamma:.6f}, "
          f"cumulant part {e_cum:.6f} hartree")
print("all good")
```

It prints:

```
Random determinant: spin orbitals 8, electrons 4
k=1: trace 4.000000, max |direct - minor| 3.9e-17
k=2: trace 12.000000, max |direct - minor| 2.8e-16
k=3: trace 24.000000, max |direct - minor| 2.5e-16
k=4: trace 24.000000, max |direct - minor| 1.2e-16
k=5: trace 0.000000, max |direct - minor| 1.6e-17
Grand-canonical: max cumulant error 1.3e-15, Tr(gamma-gamma^2) 1.451429
Equal mixture of two determinants: Tr lambda2 -1.000000
H4 chain, STO-3G, spacing 2.0 bohr
Nuclear repulsion 2.166667 hartree
RHF energy -2.075243 hartree
FCI energy -2.151007 hartree
FCI minus RHF -0.075764 hartree
--- RHF state (site elements, dimensionless)
RHF gamma(1up,1up) = 0.508907
RHF gamma(2up,2up) = 0.491093
RHF gamma(3up,3up) = 0.491093
RHF gamma(1up,2up) = 0.459136
RHF gamma(1up,3up) = 0.003836
RHF gamma(2up,3up) = 0.197737
RHF Gamma2(1up 2up;1up 2up): direct 0.039115, minor 0.039115, lambda2 0.000000
RHF Gamma2(1up 2up;2up 3up): direct 0.088904, minor 0.088904, lambda2 0.000000
RHF Gamma2(1up 1dn;1up 1dn): direct 0.258986, minor 0.258986, lambda2 0.000000
RHF Gamma3 diagonal (1up 2up 3dn): direct 0.019209, minor 0.019209
RHF Gamma3 diagonal (1up 2up 3up): direct 0.000000, minor -0.000000
RHF max|lambda2| 6.11e-16, max|lambda3| 3.42e-16
RHF spin-up natural occupations 1.000000 1.000000 0.000000 0.000000
RHF Tr lambda2 0.000000, sum n(1-n) 0.000000
RHF energy: gamma part -2.075243, cumulant part 0.000000 hartree
--- FCI state (site elements, dimensionless)
FCI gamma(1up,1up) = 0.508492
FCI gamma(2up,2up) = 0.491508
FCI gamma(3up,3up) = 0.491508
FCI gamma(1up,2up) = 0.421619
FCI gamma(1up,3up) = 0.002327
FCI gamma(2up,3up) = 0.206309
FCI Gamma2(1up 2up;1up 2up): direct 0.041310, minor 0.072165, lambda2 -0.030855
FCI Gamma2(1up 2up;2up 3up): direct 0.078503, minor 0.085840, lambda2 -0.007338
FCI Gamma2(1up 1dn;1up 1dn): direct 0.163112, minor 0.258564, lambda2 -0.095453
FCI Gamma3 diagonal (1up 2up 3dn): direct 0.016342, minor 0.035470
FCI Gamma3 diagonal (1up 2up 3up): direct 0.000000, minor 0.014229
FCI max|lambda2| 1.05e-01, max|lambda3| 2.29e-02
FCI spin-up natural occupations 0.979060 0.943884 0.058761 0.018295
FCI Tr lambda2 -0.293475, sum n(1-n) 0.293475
FCI energy: gamma part -1.951217, cumulant part -0.199790 hartree
all good
```
